# Fowler–Nordheim emission through an image-rounded barrier

An electron at the Fermi level of a metal faces a barrier of height \(\phi\), the work function, which an external field lowers with a constant force \(F\). The other quantities that enter the tunnelling exponent are the electron mass \(m\), \(\hbar\), and the strength \(Q=e^2/(4\pi\epsilon_0)\) of the attraction between the electron and its image charge. Five quantities in three mechanical dimensions leave two independent dimensionless groups, which may be taken as

\[
\frac{\sqrt m\,\phi^{3/2}}{\hbar F},\qquad y=\frac{\sqrt{QF}}{\phi}.
\]

A semiclassical tunnelling exponent is an action divided by \(\hbar\). Since \(y\) does not contain \(\hbar\), the exponent must be the first group times a function of \(y\). The prefactor can be estimated likewise, provided the band is deep enough that the Fermi energy drops out of the electron supply and, as a separate assumption, the transmission prefactor is of order one. Electrons whose energy of motion normal to the surface lies within \(d\) of the Fermi level strike unit area at a rate of order \(md^2/\hbar^3\), and \(d\), the energy over which the exponent changes by one, is of order \(\hbar F/\sqrt{m\phi}\). The current density is therefore of order \(eF^2/(\hbar\phi)\) times the exponential. What remains is to find the numerical factors and the functions of \(y\).

From here on the algebra is in atomic units, \(\hbar=m=e=Q=1\), and \(J\) is the magnitude of the current density. The metal is a free-electron gas at zero temperature with Fermi energy \(E_F\), bounded by a plane surface. An electron at distance \(x\) outside is \(2x\) away from its image and is pulled back with the force \(1/(4x^2)\), which corresponds to the potential \(-1/(4x)\). With energies counted from the Fermi level,

\[
V(x)=\phi-Fx-\frac1{4x}.
\]

Setting \(V'=-F+1/(4x^2)\) to zero gives \(x=1/(2\sqrt F)\). There the field and image terms each contribute \(-\sqrt F/2\), so the top of the barrier lies at \(\phi-\sqrt F=\phi(1-y)\). A barrier at the Fermi level requires \(y<1\).

The field conserves momentum parallel to the surface, so tunnelling depends only on the normal energy. Let this lie a distance \(h\) below the unlowered barrier; at the Fermi level \(h=\phi\). The leading semiclassical wave decays as \(\exp(-\int\kappa\,dx)\), with \(\kappa=\sqrt{2(h-Fx-1/4x)}\). Its square gives the transmission \(e^{-G}\), where

\[
G(h)=2\int_{x_-}^{x_+}\sqrt{2\left(h-Fx-\frac1{4x}\right)}\,dx .
\]

The prefactor has been set to one, an assumption examined below. For general \(h\) define \(y=\sqrt F/h\). The substitution \(x=(h/F)s\) turns the bracket into \(h[1-s-y^2/(4s)]\), and hence

\[
G=\frac{4\sqrt2}{3}\frac{h^{3/2}}F\,v(y),\qquad
v=\frac32\int_{s_-}^{s_+}\sqrt{1-s-\frac{y^2}{4s}}\;ds .
\]

The factor \(3/2\) makes \(v(0)=\frac32\int_0^1\sqrt{1-s}\,ds=1\), the triangular barrier. The limits solve \(s^2-s+y^2/4=0\). Call them \(s_+=a^2\) and \(s_-=b^2\):

\[
a^2,\,b^2=\frac{1\pm\sqrt{1-y^2}}2,\qquad a^2+b^2=1,\qquad ab=\frac y2 .
\]

Put \(s=u^2\), so that \(ds=2u\,du\). The quantity under the root becomes \((a^2-u^2)(u^2-b^2)/u^2\), and the factors of \(u\) cancel:

\[
v=3\int_b^a\sqrt{(a^2-u^2)(u^2-b^2)}\,du .
\]

Now let \(u=a\Delta\), with \(\Delta=\sqrt{1-k^2\sin^2\theta}\) and \(k^2=1-b^2/a^2\). The end \(u=a\) is \(\theta=0\) and \(u=b\) is \(\theta=\pi/2\). Writing \(S=\sin\theta\) and \(C=\cos\theta\), we have

\[
a^2-u^2=a^2k^2S^2,\quad u^2-b^2=a^2k^2C^2,\quad du=-\frac{ak^2SC}{\Delta}\,d\theta .
\]

The minus sign is absorbed by reversing the limits, so

\[
v=3a^3k^4I,\qquad I=\int_0^{\pi/2}\frac{S^2C^2}{\Delta}\,d\theta .
\]

To reduce \(I\) to the complete elliptic integrals \(K=\int_0^{\pi/2}d\theta/\Delta\) and \(E=\int_0^{\pi/2}\Delta\,d\theta\), introduce also \(D=\int_0^{\pi/2}\Delta^3d\theta\). From \(S^2=(1-\Delta^2)/k^2\) and \(C^2=(\Delta^2-1+k^2)/k^2\),

\[
k^4I=(2-k^2)E-D-(1-k^2)K .
\]

A second relation comes from the function \(SC\Delta\), which vanishes at both limits. Its derivative is \((1-2S^2)\Delta-k^2S^2C^2/\Delta\), so \(k^2I=\int(1-2S^2)\Delta\,d\theta\). Multiplying by \(k^2\) and eliminating \(S^2\) again gives

\[
k^4I=-(2-k^2)E+2D .
\]

Twice the first relation plus the second removes \(D\):

\[
3k^4I=(2-k^2)E-2(1-k^2)K .
\]

Since \(a^2(2-k^2)=a^2+b^2=1\) and \(a^2(1-k^2)=b^2\), the Nordheim function is

\[
v(y)=a\left[E(k)-2b^2K(k)\right].
\]

The argument here is the modulus \(k\), not the parameter \(k^2\).

The current also needs the rate at which \(G\) changes with energy. In differentiating the integral for \(v\) with respect to \(y\), the moving limits contribute nothing because the integrand vanishes there:

\[
v'=-\frac{3y}8\int_{s_-}^{s_+}\frac{ds}{s\sqrt{1-s-y^2/(4s)}} .
\]

With \(s=u^2\) the integral becomes \(2\int_b^a du/\sqrt{(a^2-u^2)(u^2-b^2)}\). The substitution \(u=a\Delta\) turns this integrand into \(1/(a\Delta)\), so the integral is \(2K/a\) and

\[
v'=-\frac{3y}{4a}K .
\]

Because \(dy/dh=-y/h\) at fixed \(F\),

\[
\frac{dG}{dh}=\frac{2\sqrt{2h}}F\,t,\qquad t=v-\frac23yv'=v+\frac{y^2K}{2a} .
\]

Using \(y^2=4a^2b^2\), the last term is \(2ab^2K\), which cancels the \(K\) term in \(v\). Therefore

\[
t(y)=aE(k).
\]

Next comes the supply of electrons. Let \(W\) be the normal energy measured from the band bottom. With two spin states, the flux toward the surface is the integral of \(2k_x\,d^3k/(2\pi)^3\) over occupied states with \(k_x>0\). At fixed \(W\), \(k_x\,dk_x=dW\), and the occupied transverse momenta fill a disk of area \(2\pi(E_F-W)\). The flux per unit normal energy is thus

\[
\frac{2}{(2\pi)^3}\,2\pi(E_F-W)=\frac{E_F-W}{2\pi^2}.
\]

It vanishes at the Fermi level and grows downward, while the transmission falls. With \(\eta=E_F-W\), the deficit is \(h=\phi+\eta\), and expanding \(G\) to first order about \(\eta=0\) gives

\[
G(\phi+\eta)\simeq G(\phi)+\frac\eta d,\qquad d=\frac{F}{2\sqrt{2\phi}\,t}.
\]

If \(d\ll E_F\), the lower edge of the band may be moved to infinity. Then \(\int_0^\infty\eta e^{-\eta/d}d\eta=d^2\), and \(d^2=F^2/(8\phi t^2)\) yields

\[
J=\frac{d^2}{2\pi^2}e^{-G(\phi)}
=\frac{F^2}{16\pi^2\phi\,t^2(y)}
\exp\left[-\frac{4\sqrt2}{3}\frac{\phi^{3/2}}Fv(y)\right],
\quad y=\frac{\sqrt F}\phi .
\]

This is the Fowler–Nordheim current at leading semiclassical order. It requires \(G\gg1\) and \(d\ll\phi,E_F\). The zero-temperature supply further requires the thermal energy to be small compared with \(d\). Since \(d\) falls with \(F\), this last condition fails at sufficiently weak field for any nonzero temperature.

The simple approximation to \(v\) is best understood with \(l=y^2\), for which

\[
\frac{dv}{dl}=\frac{v'}{2y}=-\frac{3K}{8a}.
\]

As \(y\to0\), \(a\to1\) and \(k'=b/a\to y/2\). To find \(K\) there, measure the angle from \(\pi/2\), so that the denominator is \(\sqrt{\sin^2\alpha+k'^2\cos^2\alpha}\), and split the integral at \(\delta\) with \(k'\ll\delta\ll1\). The inner part is \(\int_0^\delta d\alpha/\sqrt{\alpha^2+k'^2}\simeq\ln(2\delta/k')\). The outer part is \(\int_\delta^{\pi/2}d\alpha/\sin\alpha\simeq\ln(2/\delta)\). Their sum gives \(K\simeq\ln(4/k')\simeq\ln8-\frac12\ln l\). Integrating \(dv/dl\) from \(v(0)=1\),

\[
v\simeq1+\frac3{16}l\ln l-\left(\frac98\ln2+\frac3{16}\right)l .
\]

In terms of \(y\), the logarithmic term is \((3/8)y^2\ln y\), and the coefficient of \(-y^2\) is about 0.967. The approximation

\[
v_s=1-y^2+\frac{y^2}3\ln y
\]

has \(1/3\) and 1 in these places, so it is not the small-\(y\) expansion.

It can instead be obtained from the two ends of the interval. At \(y=1\) we have \(a^2=b^2=1/2\), \(k=0\) and \(K=E=\pi/2\). Hence \(v(1)=0\) and

\[
\left.\frac{dv}{dl}\right|_{l=1}=-\frac{3\pi}{8\sqrt2}\simeq-0.8330 .
\]

This slope has a direct meaning. Near its top the barrier is an inverted parabola, with curvature \(|V''|=1/(2x^3)=4F^{3/2}\equiv\omega^2\). For a small height \(\varepsilon=\phi-\sqrt F\) above the electron, its exponent is \(2\int\sqrt{2\varepsilon-\omega^2z^2}\,dz=2\pi\varepsilon/\omega=\pi\varepsilon/F^{3/4}\). The end slope of \(v\), with \(1-y^2\simeq2\varepsilon/\phi\), gives \(G\simeq\pi\sqrt\phi\,\varepsilon/F\), which is the same because \(\phi\simeq\sqrt F\) there.

Consider now the family \(1-l+c\,l\ln l\). It equals 1 at \(l=0\) and 0 at \(l=1\) for any \(c\), and its slope at \(l=1\) is \(c-1\). Matching the true slope requires \(c=1-3\pi/(8\sqrt2)\simeq0.16696\), very close to \(1/6\simeq0.16667\). Choosing \(c=1/6\) gives \(v_s\), an interpolation with the right end values and nearly the right slope at the vanishing barrier.

Evaluating both forms on a fine grid from \(y=0.001\) to 0.999 shows \(v_s\) above \(v\) at every grid point. The largest difference is 0.0024, near \(y=0.42\). The largest difference relative to \(v\) is 0.33 percent, near \(y=0.54\). Inserting \(v_s\) in the definition of \(t\) gives

\[
t_s=v_s-\frac23yv_s'=1+\frac{y^2}9(1-\ln y),
\]

which differs from \(t\) by at most 0.0041 on the same grid.

The accuracy of \(v\) is not the accuracy of the current, because \(v\) is multiplied by the large number \(G_0=(4\sqrt2/3)\phi^{3/2}/F\). The product

\[
q=G_0y^2=\frac{4\sqrt2}{3\sqrt\phi}
\]

does not depend on the field. Since \(\ln y=\frac12\ln(F/\phi^2)\), the approximate exponential becomes

\[
e^{-G_0v_s}=e^{q-G_0}\left(\frac{\phi^2}F\right)^{q/6}.
\]

Within this approximation and apart from \(t_s\), the image force thus leaves the triangular exponential in place, multiplies it by the field-independent factor \(e^q\phi^{q/3}\), and changes the power of \(F\) in front from 2 to \(2-q/6\); the term \((3/8)y^2\ln y\) of the exact small-\(y\) expansion would instead give \(2-3q/16\) at weak field. As \(F\to0\), however, the small-\(y\) expansion gives

\[
G_0(v_s-v)\to q\left[\frac98\ln2+\frac3{16}-1+\frac1{24}\ln\frac1y\right].
\]

This grows without bound, though only logarithmically. The approximate current becomes relatively worse at weak field even as \(v_s-v\) tends to zero. The same expansion shows that \(G_0(1-v)\) also grows logarithmically: within this model the image force does not become negligible at weak field, although it changes \(v\) less and less.

For a worked case take the round parameters \(\phi=4.5\) eV, \(E_F=8\) eV and \(F=0.5\) eV/Å. For the formulas, \(\phi=0.165372\) and \(F=0.0097235\) in atomic units, so \(y=\sqrt{0.0097235}/0.165372=0.5963\). The barrier top is at \(4.5(1-0.5963)=1.817\) eV above the Fermi level. The turning points are \((4.5/1.0)(1\pm\sqrt{1-y^2})\) Å, that is, 0.89 and 8.11 Å.

The elliptic integrals follow from \(a=0.949415\), \(b=0.314024\) and \(k^2=0.890601\), which give \(K=2.535904\) and \(E=1.112375\). Then

\[
v=0.949415\,(1.112375-2\times0.314024^2\times2.535904)=0.5813,
\]

\[
t=0.949415\times1.112375=1.0561 .
\]

With \(G_0=13.041\), the exponent is \(G=13.041\times0.5813=7.581\). Combining the definitions of \(d\) and \(G_0\) gives \(d=2\phi/(3G_0t)=3.0/(13.041\times1.0561)=0.218\) eV, small compared with both \(\phi\) and \(E_F\). The current density is \(J=3.92\times10^{-11}\) A/Å\(^2\), or \(3.92\times10^5\) A/cm\(^2\). Relative to the triangular barrier, for which \(v=t=1\), the current is larger by \(e^{13.041-7.581}/1.0561^2\simeq211\) when both barriers are given a unit prefactor. The sharp step of the triangular barrier has an exact prefactor of about 1.9 at the Fermi level for this \(E_F\), and with the wave equation solved for both barriers, using the joining described below for the rounded one, the ratio is about 114.

Here \(q=4.637\), and the approximate power of the field is \(2-q/6=1.227\). The current from \(v_s\) and \(t_s\), called \(J_s\), compares with \(J\) as follows.

| \(F\) (eV/Å) | \(v\) | \(J\) (A/Å\(^2\)) | \(J_s/J\) |
|---|---|---|---|
| 0.1 | 0.8956 | \(1.43\times10^{-34}\) | 0.879 |
| 0.3 | 0.7294 | \(3.72\times10^{-15}\) | 0.945 |
| 0.5 | 0.5813 | \(3.92\times10^{-11}\) | 0.968 |
| 0.6 | 0.5112 | \(4.22\times10^{-10}\) | 0.975 |

At 0.5 eV/Å, \(v_s-v=0.0019\), which multiplied by \(G_0\) lowers the current by 2.5 percent; the error of \(t_s\) supplies the remaining 0.7 percent. At 0.1 eV/Å the difference in \(v\) is nearly the same, 0.0020, but \(G_0\) is five times larger and the current is 12 percent too low. The approximation is adequate where the current itself spans many decades, but its error in \(J\) is not the 0.33 percent found for \(v\). The table holds at zero temperature. With \(G\) linearized, a finite temperature multiplies \(J\) by \(\pi p/\sin\pi p\), where \(p=k_BT/d<1\). At 300 K, \(p\) is 0.57 at 0.1 eV/Å and 0.12 at 0.5 eV/Å, so this factor is about 1.8 and 1.02.

The response to field is governed by

\[
-\frac{dG}{d\ln F}=G_0s,\qquad s=v-\frac y2v'=v+\frac{3y^2K}{8a},
\]

because \(G_0\) scales as \(1/F\) and \(y\) as \(\sqrt F\). The approximation gives \(s_s=1-y^2/6\), in which the logarithms cancel. In the example \(s=0.937\) and \(s_s=0.941\). If the small variation of \(t\) is neglected, a plot of \(\ln(J/F^2)\) against \(1/F\) has the local slope \(-(4\sqrt2/3)\phi^{3/2}s\). Image rounding changes the unit-prefactor current by a factor of about 200 but this slope by only 6 percent, or about 7 percent once the variation of \(t\) is included.

Two approximations in \(J\) itself can be measured. The first is the linearization of \(G\). The next term in its expansion, \(\frac12G''\eta^2\), changes the current by the relative amount \(-\frac12G''\int_0^\infty\eta^3e^{-\eta/d}d\eta/d^2=-3G''d^2\). Differentiating \(dG/dh\) once more gives \(G''=[\frac12-y\,t'/t]/(\phi d)\), so the correction is

\[
-\frac{3d}{\phi}\left(\frac12-\frac{y\,t'}t\right).
\]

Since \(y\,t_s'=(y^2/9)(1-2\ln y)\simeq0.080\), this is about \(-6\) percent in the example. Numerical integration over energy with the full \(G\) gives 0.945 times the formula. At one quarter of the field the ratio is 0.983, closer to one, as expected from a correction governed by \(d/\phi\).

The second is the unit prefactor of the transmission. The classical image potential diverges at the surface and must be joined to the metal. If it is cut off where it meets the band bottom, the wave equation can be integrated numerically from an outgoing wave far outside back to the metal, where the solution is split into incident and reflected waves. At the Fermi level and 0.5 eV/Å the transmission is \(4.81\times10^{-4}\), which is 0.94 times \(e^{-G}\). Between 0.3 and 0.6 eV/Å this factor falls from 0.98 to 0.92, while the transmission rises by more than four decades. The exponent therefore carries nearly all the field dependence, but the prefactor belongs to this particular joining and band depth: at 0.5 eV/Å it is 1.67 for \(E_F=2\) eV and 0.50 for \(E_F=30\) eV, and it goes on falling as the band deepens. It also varies with the normal energy, rising above one a few tenths of an eV below the Fermi level, so its value at the Fermi level is not the factor by which it changes \(J\). Averaged over the emitted electrons it raises the energy-integrated current by about 4 percent in the example.

The formula fails as \(y\to1\), where \(G\) is no longer large and reflection near the barrier top matters. Since \(y^2\) is proportional to \(F\), the barrier in the example vanishes at \(0.5/0.5963^2\simeq1.4\) eV/Å. A real surface adds atomic structure, a band structure that alters the supply, and an image potential that is not classical close to the metal. Fields of this size are usually reached at sharp tips, where the field weakens across the barrier: for a sphere with the same surface field of 0.5 eV/Å, \(e^{-G}\) falls to 0.84 of its planar value at a radius of 50 nm and to 0.39 at 10 nm. At the highest current densities in the table, space charge can also begin to lower the field at the surface. None of these is contained in \(v\) or \(t\).

All numerical values are calculated from the stated model.
